\section*{GMRES stagnation and the breakdown of full-history Anderson mixing, part 2}

To first order, the self-consistency residual is $f(x)=b-Ax$, with $b=f(0)$ and $A=I-\chi_0K$ nonsingular and dimensionless. Here $x$ and $f$ are in electrons, the kernel $K$ is in Ha and the response $\chi_0$ in Ha$^{-1}$. The solution is $x^*=A^{-1}b$, and norms are Euclidean. The $n\times n$ cyclic shift $S$ has $Se_j=e_{j+1}$, $Se_n=e_1$; its eigenvalues $\omega$ are the $n$th roots of unity. It remains to find how $\mathrm{cond}\,\Delta F_k$ grows near stagnation, and whether a physical dielectric matrix excludes the breakdown.

GMRES minimises $\|b-Ax\|$ over $\mathcal K_k=\mathrm{span}\{b,\dots,A^{k-1}b\}$, giving $x_k^G$, $r_k=b-Ax_k^G$ and $d_k=x_k^G-x_{k-1}^G$. It stagnates if $\|r_k\|=\|r_{k-1}\|\ne0$, which requires $r_{k-1}^TAr_{k-1}=0$; at $k=1$ this is also sufficient.

A plain mixing step is $g(x)=x+\beta f(x)$, $\beta\ne0$, with
\begin{equation}
f(g(x))=b-Ax-\beta Af(x)=(I-\beta A)f(x).
\label{eq:fg}
\end{equation}
For $A=S$, $b=e_1$, $k<n$, repeated plain steps give
\begin{equation}
\|f_k\|^2=\sum_{j=0}^k\binom kj^2\beta^{2j}.
\label{eq:plain}
\end{equation}

Anderson mixing has $x_0=0$, $x_1=g(x_0)$, $f_i=f(x_i)$. The differences $\Delta x_i=x_{i+1}-x_i$ and $\Delta f_i=f_{i+1}-f_i$, $i<k$, are the columns of $\Delta X_k$ and $\Delta F_k$; a window $m$ keeps only the last $m$. Then
\begin{equation}
\gamma=\arg\min_\gamma\|f_k-\Delta F_k\gamma\|,\qquad
x_{k+1}=x_k+\beta f_k-(\Delta X_k+\beta\Delta F_k)\gamma .
\label{eq:and}
\end{equation}
In DIIS form, $B_{ij}=f_i^Tf_j$ is bordered by ones with a zero corner.

Claim: if $\|r_0\|>\|r_1\|>\dots>\|r_{k-1}\|$, then $\mathrm{range}\,\Delta X_k=\mathcal K_k$ and $x_{k+1}=g(x_k^G)$. Hence $f_{k+1}=(I-\beta A)r_k$. If GMRES first stagnates at step $k$, full-history Anderson mixing stays at $x_k$ permanently.

For $A=S+\delta I$, $b=e_1$, a scaling estimate gave first step length $\delta$, $\|r_k\|\approx1-\tfrac12\delta^2$ $(1\le k<n)$, and
\begin{equation}
\|\Delta f_k\|\sim|\delta|^k,\qquad \mathrm{cond}\,\Delta F_k\approx|\delta|^{-(k-1)} .
\label{eq:est}
\end{equation}
At $\delta=0$ it predicts no progress before step $n$, $\Delta f_1=0$ and infinite condition number.

\subsection{Near stagnation}

Let $A=S+\delta I$, $0<|\delta|<1$, $n\ge3$, $b=e_1$. The eigenvalues $\omega+\delta$ are nonzero. Any residual from $\mathcal K_k$ is $p(A)e_1$ with $\deg p\le k$, $p(0)=1$. Write $p(S+\delta I)=\sum_{j=0}^kc_jS^j$; the condition $p(0)=1$ becomes $\sum_jc_j(-\delta)^j=1$. For $k<n$ the squared norm is $\sum c_j^2$. The Cauchy--Schwarz inequality gives $1\le\Sigma_k\sum c_j^2$ with $\Sigma_k=\sum_{j=0}^k\delta^{2j}$, and equality holds for $c_j=(-\delta)^j/\Sigma_k$:
\begin{equation}
r_k=\frac1{\Sigma_k}\sum_{j=0}^k(-\delta)^je_{j+1},\qquad\|r_k\|^2=\frac1{\Sigma_k}=\frac{1-\delta^2}{1-\delta^{2k+2}} .
\label{eq:rk}
\end{equation}
The norms decrease strictly. Since $A^je_1=e_{j+1}$ plus lower sites, $\mathcal K_n=\mathbb R^n$ and $r_n=0$. The claim above applies at every step and gives $x_{n+1}=g(x^*)=x^*$. The solution follows from $x^*_{j-1}+\delta x^*_j=0$ for $j\ge2$ and $x^*_n+\delta x^*_1=1$:
\begin{equation}
x^*_j=\frac{(-\delta)^{n-j}}{1-(-\delta)^n}.
\label{eq:xs}
\end{equation}

From $f_{k+1}=(I-\beta A)r_k$, the columns are $\Delta f_k=(I-\beta A)(r_k-r_{k-1})$ for $k\ge1$, and $\Delta f_0=-\beta Ae_1$. For $\Delta F_2$ put $u=Ae_1=(\delta,1,0)$ and $w=A^2e_1=(\delta^2,2\delta,1)$ on the first three sites. The first GMRES step has length $t=e_1^Tu/\|u\|^2=\delta/(1+\delta^2)$, so $r_1-r_0=-tu$ and
\begin{equation}
\Delta F_2=[-\beta u,\;-t(u-\beta w)]=[u,\;w]\begin{pmatrix}-\beta&-t\\0&t\beta\end{pmatrix}.
\end{equation}
The product $\sigma_1^2\sigma_2^2$ of squared singular values is $\det(\Delta F_2^T\Delta F_2)$, which is $(t\beta^2)^2$ times the Gram determinant of $u,w$:
\begin{align}
\|u\|^2\|w\|^2-(u^Tw)^2&=(1+\delta^2)(1+4\delta^2+\delta^4)-\delta^2(2+\delta^2)^2\nonumber\\
&=(1+5\delta^2+5\delta^4+\delta^6)-(4\delta^2+4\delta^4+\delta^6)\nonumber\\
&=1+\delta^2+\delta^4 .
\end{align}
The sum of squares is the trace, the sum of squared column norms:
\begin{align}
\sigma_1\sigma_2&=|t|\beta^2\sqrt{1+\delta^2+\delta^4},\label{eq:prod}\\
\sigma_1^2+\sigma_2^2&=\beta^2(1+\delta^2)+t^2\left[(\delta-\beta\delta^2)^2+(1-2\beta\delta)^2+\beta^2\right].
\end{align}
The ratio of the second line to the first is $\kappa+1/\kappa$, with $\kappa=\sigma_1/\sigma_2$. For small $\delta$, $t^2=\delta^2+O(\delta^4)$, so the trace is $\beta^2[1+\delta^2(2+\beta^{-2})-4\delta^3/\beta+O(\delta^4)]$. The product is $|\delta|\beta^2(1-\delta^2)(1+\delta^2/2)=|\delta|\beta^2[1-\delta^2/2+O(\delta^4)]$. Dividing adds $\delta^2/2$ to the bracket, and subtracting $1/\kappa=|\delta|[1+O(\delta^2)]$ removes $\delta^2$:
\begin{equation}
|\delta|\,\kappa=1+\delta^2\left(\tfrac32+\beta^{-2}\right)-\frac{4\delta^3}{\beta}+O(\delta^4).
\label{eq:kappa}
\end{equation}

For general $k$ there is a rigorous bound. The minimiser satisfies $r_k\perp A\mathcal K_k$, and $r_{k-1}-r_k=Ad_k\in A\mathcal K_k$, so Pythagoras gives, for $1\le k<n$,
\begin{equation}
\|r_{k-1}-r_k\|^2=\frac1{\Sigma_{k-1}}-\frac1{\Sigma_k}=\frac{\delta^{2k}}{\Sigma_{k-1}\Sigma_k}\le\delta^{2k}.
\end{equation}
Every column norm lies between the smallest and largest singular values. Thus $\sigma_{\max}\ge\|\Delta f_0\|\ge|\beta|$ and $\sigma_{\min}\le\|\Delta f_{k-1}\|\le\|I-\beta A\|\,|\delta|^{k-1}$, with $\|I-\beta A\|\le1+|\beta|(1+|\delta|)$ by the triangle inequality. For $2\le k\le n$,
\begin{equation}
\mathrm{cond}\,\Delta F_k\ge\frac{|\beta|}{1+|\beta|(1+|\delta|)}\,|\delta|^{-(k-1)} .
\label{eq:bound}
\end{equation}
Equation \eqref{eq:rk} also fixes the prefactor of the column norms. In $r_k-r_{k-1}$ the sites $1$ to $k$ carry the factor $1/\Sigma_k-1/\Sigma_{k-1}=O(\delta^{2k})$, and site $k+1$ carries $(-\delta)^k/\Sigma_k$. With $(I-\beta A)e_{k+1}=(1-\beta\delta)e_{k+1}-\beta Se_{k+1}$ and $1/\Sigma_k=1-\delta^2+O(\delta^{2k+2})$,
\begin{equation}
\|\Delta f_k\|=|\delta|^k(1-\delta^2)\sqrt{(1-\beta\delta)^2+\beta^2}\,\left[1+O(|\delta|^k)\right].
\label{eq:col}
\end{equation}

\subsection{Physical dielectric matrices}

For real orbitals occupied in order of energy, the static response is a sum of terms $-c\,\phi\phi^T$ over orbital pairs, where $\phi$ is the pair density and $c\ge0$ is proportional to an occupation difference divided by the corresponding energy difference. So $M=-\chi_0$ is symmetric and positive semidefinite, and $K$, a second derivative of the energy, is symmetric. The products $XY$ and $YX$ have the same characteristic polynomial: for invertible $X$ because $YX=X^{-1}(XY)X$, and for singular $X$ by continuity. With $X=M^{1/2}$, $Y=M^{1/2}K$, the matrix $\varepsilon=I+MK$ has the eigenvalues of the symmetric matrix $I+M^{1/2}KM^{1/2}$, which are real. For $n\ge3$ the shift has the non-real eigenvalue $e^{2\pi i/n}$ and cannot be of this form. For $n=2$ it can, with $M=I$ and $K=S-I$ in atomic units, but it has the eigenvalue $-1$. The non-interacting kinetic energy has gradient $-v$ with respect to the density, where $v$ is the potential that produces that density, and $\delta v=\chi_0^{-1}\delta x$; its Hessian is therefore $-\chi_0^{-1}=M^{-1}$, and the interaction adds $K$. For invertible $M$ the energy Hessian $M^{-1}+K=M^{-1/2}(I+M^{1/2}KM^{1/2})M^{-1/2}$ is then indefinite, so the fixed point is a saddle.

Positive eigenvalues do not exclude stagnation, because $f^T\varepsilon f$ is governed by the symmetric part of $\varepsilon$, and $MK$ is not symmetric. Take a two-mode model whose inputs are chosen to have the structure above, not computed from orbitals:
\begin{equation}
\chi_0=-\begin{pmatrix}9&0\\0&1\end{pmatrix}\mathrm{Ha}^{-1},\quad
K=\begin{pmatrix}1&0.9\\0.9&1\end{pmatrix}\mathrm{Ha},\quad
\varepsilon=\begin{pmatrix}10&8.1\\0.9&2\end{pmatrix},
\end{equation}
and $f_0=(0.01,-0.02)$ electrons, $\beta=0.1$. The trace is $12$ and the determinant $20-7.29=12.71$, so the eigenvalues are $6\mp\sqrt{36-12.71}=1.174029$ and $10.825971$: the solution is a stable minimum. The symmetric part has off-diagonal element $4.5$, determinant $20-20.25<0$, and eigenvalues $-0.020797$ and $12.020797$. Then
\begin{align}
\varepsilon f_0&=(0.1-0.162,\;0.009-0.04)=(-0.062,-0.031),\\
f_0^T\varepsilon f_0&=-0.00062+0.00062=0 .
\end{align}
GMRES has $\|r_0\|=\|r_1\|=0.022361$ and $r_2=0$, at $x^*=(0.182,-0.209)/12.71=(0.014319,-0.016444)$. Anderson mixing freezes at $x_1=\beta f_0=(0.001,-0.002)$ with $f_1=f_0-0.1\,\varepsilon f_0=(0.0162,-0.0169)$ and $\|f_1\|=0.023410$. Plain mixing converges, since $\beta<2/10.825971=0.184741$; its rate is $1-0.1\times1.174029=0.882597$, and direct iteration reduced the residual by a factor of $10^{8}$ in 149 steps. In exact arithmetic the accelerated method fails where the unaccelerated one succeeds.

The condition $f^T\varepsilon f=0$ selects two lines in the plane, so an exact freeze needs a special starting residual; residuals near those lines give the short steps and large condition numbers of the nearly stagnating case. The arguments above hold in any inner product $f^TWf$, with $r^TWAr=0$ as the necessary condition for stagnation. If $K$ is positive definite, as in this example, the choice $W=K$ gives $K\varepsilon=K+KMK$, which is positive definite, and stagnation is excluded. An exchange-correlation part can make $K$ indefinite, and then this choice is not available. For invertible $M$ the choice $W=M^{-1}$ gives $W\varepsilon=M^{-1}+K$, the energy Hessian, which is positive definite at every stable minimum whatever the sign of $K$. At a stable minimum the freeze is therefore a property of the metric in which the residual is measured; the practical obstacle is that $M^{-1}$ is rarely at hand.

\section{Comparison of estimate and exact solution}

The values below are for $n=6$, $\beta=0.5$. GMRES was computed numerically as a least-squares problem on the Krylov vectors, and Anderson mixing in exact rational arithmetic, with an arbitrary null vector added to $\gamma$; condition numbers come from singular-value decomposition.

At $\delta=0$ the estimate is exact in what it predicts. The GMRES norms for $k=0,\dots,6$ are $1,1,1,1,1,1,0$ and $x_6^G=e_6$. Anderson mixing gives $\gamma=1$ at $k=1$ and $x_1=\dots=x_9=0.5\,e_1$, with $f_1=e_1-0.5\,e_2$ and $\|f_1\|=\sqrt{1.25}=1.118034$. The rank of $\Delta F_k$ is $1$ for $k=1,\dots,8$, and $\Delta F_2$ has singular values $0.5$ and $0$. The matrix $B$ at $k=2$ has rows $(1,1,1)$, $(1,1.25,1.25)$, $(1,1.25,1.25)$, and the bordered determinants are $-1/4$ and $0$. Plain mixing gives $1$, $1.118034$, $1.436141$, $1.956559$, $2.739326$, $3.893730$; for $k=2$, \eqref{eq:plain} reads $\sqrt{1+4(0.25)+0.0625}=1.436141$, and the spectral radius is $1.5$. A window $m=2$ escapes to $x_4=e_1-0.25\,e_2$. For $A=S+e_1e_1^T$ the GMRES norm drops to $0.707107$, stays there through step 5 and vanishes at step 6, while Anderson mixing stops at $0.75\,e_1-0.25\,e_2$.

Both methods use only $A$ and inner products, so an orthogonal change of basis leaves the result intact. In a randomly rotated copy run in floating point, with singular values below $10^{-10}$ of the largest discarded, the largest distance of $x_2,\dots,x_9$ from $x_1$ was about $10^{-15}$. The freeze therefore does not require exact zeros in the matrix, but in floating point it depends on the cutoff: if singular values at the rounding level are kept, the noise columns can carry the iteration away from $x_1$, after which it can go on to converge. The permanent freeze is a statement of exact arithmetic; in floating point it lasts only while the noise stays below the cutoff.

At $\delta=0.1$ the estimate $1-\delta^2/2=0.995$ compares with $\|r_1\|=1/\sqrt{1.01}=0.9950371902$ and $\|r_5\|=0.9949874371$; five steps gain half a percent. The step length is $t=0.1/1.01=0.099010$ against the estimate $0.1$. Equation \eqref{eq:prod} gives $0.099010\times0.25\times\sqrt{1.0101}=0.024877$, equal to the computed $0.510495\times0.048731$. The column norms for $k=0,\dots,5$ are $0.50249$, $0.10237$, $1.0624\times10^{-2}$, $1.0628\times10^{-3}$, $1.0628\times10^{-4}$, $1.0628\times10^{-5}$. The power $\delta^k$ is that of \eqref{eq:est}, and the prefactor from \eqref{eq:col} is $0.99\sqrt{0.95^2+0.5^2}=1.0628$. The condition numbers are
\begin{center}
\begin{tabular}{cccc}
$k$ & estimate & computed & bound \eqref{eq:bound}\\
2 & $10$ & $10.48$ & $3.226$\\
3 & $10^2$ & $105.1$ & $32.26$\\
4 & $10^3$ & $1051$ & $322.6$\\
5 & $10^4$ & $1.051\times10^4$ & $3226$\\
6 & $10^5$ & $1.056\times10^5$ & $3.226\times10^4$
\end{tabular}
\end{center}
The estimate is low by about five percent. For $k=2$, \eqref{eq:kappa} accounts for this: $1+0.01\times5.5-0.008=1.047$, within the neglected $O(\delta^4)$ term of the computed $1.048$. At $\delta=10^{-4}$ the computed value is $10000.0005$, as the $5.5\,\delta^2$ correction requires. The correction contains $\delta^2/\beta^2$, so the estimate fails when $|\beta|$ is as small as $|\delta|$; the first column then no longer dominates. The rigorous bound has the right power with the prefactor $0.5/1.55=0.3226$. It is low by a factor of about three, mainly for two reasons. It bounds $\sigma_{\min}$ by a whole column norm, whereas $\sigma_{\min}$ cannot exceed the part of that column orthogonal to the others and here lies close to it; at $k=2$ that part is $0.024877/0.50249=0.049507$, $\sigma_{\min}=0.048731$, and the step costs $0.10237/0.048731=2.10$. It then bounds that column norm by $1.55\,|\delta|^{k-1}$ through $\|I-\beta A\|$, which costs a further $0.155/0.10237=1.51$. The remaining factor $0.510495/0.5=1.02$ comes from replacing $\sigma_{\max}$ by $|\beta|$.

The estimate misses the fact that the limit $\delta\to0$ is singular. At $\delta=0.1$ exact Anderson mixing reached $x_7=x^*=(-0.0000100,\,0.0001000,\,-0.0010000,\,0.0100000,\,-0.1000001,\,1.0000010)$, in agreement with \eqref{eq:xs}, and it finishes at $x_{n+1}$ for every $0<|\delta|<1$; at $\delta=0$ it never finishes. A column of size $|\delta|^k$ still defines a new direction, because the least-squares problem depends only on the span, while a zero column defines none. Finite precision blurs this boundary. Each $\Delta f_k$ is a difference of residuals of order one, with an absolute error near $10^{-16}$ in double precision, so its relative error is about $10^{-16}$ divided by the norm of the computed column. The floating-point run at $\delta=0.1$ ended with $\|f_7\|=6\times10^{-12}$, the size expected from $10^{-16}\times10^5$. Rescaling the columns to unit length would lower the condition number but cannot restore the digits lost in the subtraction.

\section*{Table of computed values}
\begin{verbatim}
(i) A=S, n=6, beta=0.5, b=e1; x,f in electrons, A dimensionless
GMRES |r_k| k=0..6 (e): [1. 1. 1. 1. 1. 1. 0.]
GMRES x_6 (e): [0. 0. 0. 0. 0. 1.]
plain mixing |f_k| k=0..5 (e): [1.       1.118034 1.436141 1.956559 2.739326 3.89373 ]
spectral radius I-beta S: 1.500000
Anderson x_1=...=x_9 (e): [0.5 0.  0.  0.  0.  0. ]
f_1 (e): [ 1.  -0.5  0.   0.   0.   0. ]
|f_1| (e): 1.118034; gamma at k=1: 1
rank dF_k, k=1..8: [1, 1, 1, 1, 1, 1, 1, 1]
singular values dF_2 (e): [0.5 0. ]
B at k=2, row by row (e^2): [1.   1.   1.   1.   1.25 1.25 1.   1.25 1.25]
bordered det k=1, k=2: -1/4 0
window m=2: x_1=x_2=x_3, x_4 (e): [ 1.   -0.25  0.    0.    0.    0.  ]
rotated float copy, max |x_k-x_1| (e): 1e-15
A=S+e1e1^T GMRES |r_k| (e): [1.       0.707107 0.707107 0.707107 0.707107 0.707107 0.      ]
  Anderson x_2=x_3=... (e): [ 0.75 -0.25  0.    0.    0.    0.  ]
(ii) A=S+delta I, delta=0.1, n=6, beta=0.5
delta=1e-4: cond dF_2 = 10000.0005
GMRES |r_k| k=0..5 (e): 1.0000000000 0.9950371902 0.9949879346 0.9949874421 0.9949874372 0.9949874371
t=0.099010; sigma(dF_2) (e): 0.510495 0.048731; product (e^2): 0.024877
|df_k| k=0..5 (e): 5.0249e-01 1.0237e-01 1.0624e-02 1.0628e-03 1.0628e-04 1.0628e-05
cond dF_k k=2..6: 10.48 105.1 1051 1.051e+04 1.056e+05
lower bound     : 3.226 32.26 322.6 3226 3.226e+04
x_7 = x* (e): -0.0000100 0.0001000 -0.0010000 0.0100000 -0.1000001 1.0000010
float Anderson |f_7| (e): 6e-12
(iii) chi0=-diag(9,1) 1/Ha, K=[[1,0.9],[0.9,1]] Ha, f0=(0.01,-0.02) e, beta=0.1
eps row by row: [10.   8.1  0.9  2. ]
eigenvalues of eps: [ 1.174029 10.825971]
eigenvalues of symmetric part: [-0.020797 12.020797]
eps f0 (e): [-0.062 -0.031]
f0.eps.f0 (e^2): 0
GMRES |r_0|,|r_1|,|r_2| (e): [0.022361 0.022361 0.      ]
x* (e): [ 0.014319 -0.016444]
Anderson x_1=x_2=... (e): [ 0.001 -0.002]
f_1 (e): [ 0.0162 -0.0169]
|f_1| (e): 0.023410; beta_max=2/lambda_max: 0.184741
plain mixing rate: 0.882597; steps to 1e-8 relative: 149
\end{verbatim}
